# Displaced spin-orbit projectors and one Sternheimer equation per spinor state: a numerical check

```python
"""
Result under test: in a time-reversal-invariant insulator with spin-orbit
projectors, the charge response to a displacement wave exp(i q.R) is
    dn_q = 2 sum_occ psi^dagger d_q psi,
with one Sternheimer equation per occupied spinor psi. The derivative of the
ionic potential is -i Q_x V(K,K'), Q=K-K', including its 2x2 spin structure.
The model has two atoms per cubic cell, Gaussian s, p1/2 and p3/2 projectors,
and Hartree screening of density changes (a frozen background cancels the
equilibrium Hartree potential). Ion-ion and exchange-correlation terms are
omitted. Reference: a three-cell supercell made from explicit Clebsch-Gordan
projectors and really displaced atoms. Internal units are atomic units.
K: plane-wave vector; D: projector strength; T: time reversal i sigma_y conj.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import spherical_jn
from sympy import Rational
from sympy.physics.quantum.cg import CG

ANG = physical_constants["Bohr radius"][0] * 1e10
EV = physical_constants["Hartree energy in eV"][0]
CELLS, OCC = 3, 8
a_ang, cutoff_ev, width_ang = 4.0, 60.0, 0.6
a, cutoff, width = a_ang / ANG, cutoff_ev / EV, width_ang / ANG
volume, b = a**3, 2 * np.pi / a
positions = np.array([[0.0, 0.0, 0.0], [0.40, 0.45, 0.30]]) * a
local_ev, local_width_ang = np.array([-8.0, -10.0]), np.array([0.6, 0.7])
local_depth, local_width = local_ev / EV, local_width_ang / ANG
# columns: s, p1/2, p3/2; rows: atoms A and B
strength_ev = np.array([[-36.0, -38.0, -34.0], [0.0, -6.0, -2.0]])
strength = strength_ev / EV

# Plane waves of the supercell; first integer counts thirds of b.
numbers = np.array([(i, j, k) for i in range(-12, 13)
                    for j in range(-4, 5) for k in range(-4, 5)
                    if 0.5 * b**2 * ((i / 3)**2 + j*j + k*k) < cutoff])
M = len(numbers)
K = b * numbers / np.array([3.0, 1.0, 1.0])
K2 = np.sum(K**2, axis=1)
Q = K[:, None, :] - K[None, :, :]
Q2 = np.sum(Q**2, axis=2)
lookup = {tuple(v): i for i, v in enumerate(numbers.tolist())}
opposite = np.array([lookup[tuple(v)] for v in (-numbers).tolist()])
k_class = numbers[:, 0] % CELLS
class_step = (k_class[:, None] - k_class[None, :]) % CELLS
same_k = np.tile(class_step == 0, (2, 2))
up_q = np.tile(class_step == 1, (2, 2))
spinor_index = [np.r_[np.where(k_class == c)[0],
                      M + np.where(k_class == c)[0]] for c in range(CELLS)]
difference = numbers[:, None, :] - numbers[None, :, :]
code = (difference @ np.array([10000, 100, 1])).ravel()
_, first, inverse = np.unique(code, return_index=True, return_inverse=True)
inverse = np.asarray(inverse).ravel()
q2_list = Q2.ravel()[first]
q_class_list = difference[:, :, 0].ravel()[first] % CELLS
coulomb = np.zeros(len(first))
coulomb[q2_list > 1e-12] = (4 * np.pi / q2_list[q2_list > 1e-12]
                            / (CELLS * volume))

norm_s = np.sqrt(4 * width**3 / np.sqrt(np.pi))
norm_p = np.sqrt(8 * width**5 / (3 * np.sqrt(np.pi)))
gauss = np.exp(-0.5 * K2 * width**2)
kinetic = np.diag(np.tile(0.5 * K2, 2)).astype(complex)
identity2 = np.eye(2)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]


def local_transform(atom):
    c = local_width[atom]
    return (local_depth[atom] * (2*np.pi)**1.5 * c**3
            * np.exp(-0.5 * Q2 * c**2))


# Check the radial transforms against their defining integrals.
test_k = 1.1
for l, norm in ((0, norm_s), (1, norm_p)):
    real_norm = quad(lambda r: r**(2+2*l) * np.exp(-(r/width)**2),
                     0, 14*width)[0]**-0.5
    integral = quad(lambda r: r**(2+l) * spherical_jn(l, test_k*r)
                    * np.exp(-0.5*(r/width)**2), 0, 14*width)[0]
    formula = norm * test_k**l * np.exp(-0.5*(test_k*width)**2)
    assert abs(np.sqrt(2/np.pi) * real_norm * integral - formula) < 1e-8

# Explicit spin-angle functions, including the factor K for l=1.
x, y, z = K.T
harmonic = {-1: np.sqrt(3/(8*np.pi)) * (x - 1j*y),
            0: np.sqrt(3/(4*np.pi)) * z,
            1: -np.sqrt(3/(8*np.pi)) * (x + 1j*y)}
columns, channel = [], []
for spin in range(2):
    col = np.zeros(2*M, complex)
    col[spin*M:(spin+1)*M] = norm_s * gauss / np.sqrt(4*np.pi)
    columns.append(col)
    channel.append(0)
for label, twice_j in ((1, 1), (2, 3)):
    for twice_m in range(-twice_j, twice_j + 1, 2):
        col = np.zeros(2*M, complex)
        for spin, twice_s in ((0, 1), (1, -1)):
            m = (twice_m - twice_s) // 2
            if abs(m) <= 1:
                cg = float(CG(1, m, Rational(1, 2), Rational(twice_s, 2),
                              Rational(twice_j, 2),
                              Rational(twice_m, 2)).doit())
                col[spin*M:(spin+1)*M] = cg * norm_p * gauss * harmonic[m]
        columns.append(col)
        channel.append(label)
columns, channel = np.array(columns).T, np.array(channel)


def explicit_ionic(shifts):
    """Supercell ionic matrix; shifts[R] moves atom A of cell R along x."""
    total = np.zeros((2*M, 2*M), complex)
    for atom in range(2):
        loc = local_transform(atom)
        for cell in range(CELLS):
            place = positions[atom] + np.array([cell*a, 0, 0])
            if atom == 0:
                place = place + np.array([shifts[cell], 0, 0])
            phase = np.exp(-1j * K @ place)
            proj = columns * np.tile(phase, 2)[:, None]
            total += ((2*np.pi)**3 * (proj * strength[atom, channel])
                      @ proj.conj().T)
            total += np.kron(identity2, loc * np.outer(phase, phase.conj()))
    return total / (CELLS * volume)


def closed_kernel(atom, table):
    """Atomic 2x2 kernel from the summed spin-angle formula, per cell."""
    ds, d1, d3 = table[atom]
    pair = np.outer(gauss, gauss) * (2*np.pi)**3 / (4*np.pi)
    cx, cy, cz = np.moveaxis(np.cross(K[:, None, :], K[None, :, :]), 2, 0)
    sigma_cross = np.block([[cz, cx - 1j*cy], [cx + 1j*cy, -cz]])
    scalar = pair * (ds*norm_s**2 + norm_p**2*(d1 + 2*d3)*(K @ K.T))
    scalar = scalar + local_transform(atom)
    matrix = np.kron(identity2, scalar).astype(complex)
    matrix += -1j*(d3-d1)*norm_p**2 * np.tile(pair, (2, 2)) * sigma_cross
    phase = np.exp(-1j * Q @ positions[atom])
    return matrix * np.tile(phase, (2, 2)) / volume


def crystal(table):
    kernels = [closed_kernel(s, table) for s in range(2)]
    qx = np.tile(Q[:, :, 0], (2, 2))
    ham = kinetic + sum(kernels) * same_k
    return ham, -1j*qx*kernels[0]*up_q, -qx**2*kernels[0]*same_k


def solve_bands(ham):
    result = []
    for idx in spinor_index:
        values, vectors = eigh(ham[np.ix_(idx, idx)])
        full = np.zeros((2*M, OCC), complex)
        full[idx] = vectors[:, :OCC]
        result.append((values, full))
    gap = min(v[OCC] for v, _ in result) - max(v[OCC-1] for v, _ in result)
    assert gap > 0.02, "the chosen mesh must have a gap"
    return result, gap


def pair_density(right, left, spin=identity2):
    """Fourier sums of left^dagger spin right, for the whole supercell."""
    mat = np.zeros((M, M), complex)
    for i in range(2):
        for j in range(2):
            if spin[i, j] != 0:
                mat += (spin[i, j] * right[j*M:(j+1)*M]
                        @ left[i*M:(i+1)*M].conj().T)
    flat = mat.ravel()
    return (np.bincount(inverse, flat.real, len(first))
            + 1j*np.bincount(inverse, flat.imag, len(first)))


def hartree_matrix(density):
    return np.kron(identity2, (coulomb*density)[inverse].reshape(M, M))


def sternheimer(ham, bands, start, vectors, energies, perturbation, step):
    idx = spinor_index[(start + step) % CELLS]
    valence = bands[(start + step) % CELLS][1][idx]
    projector = valence @ valence.conj().T
    source = perturbation[idx] @ vectors
    source = source - projector @ source
    base = ham[np.ix_(idx, idx)] + 2.0*projector
    result = np.zeros_like(vectors)
    for n in range(vectors.shape[1]):
        result[idx, n] = np.linalg.solve(
            base - energies[n]*np.eye(len(idx)), -source[:, n])
    return result


def all_changes(ham, bands, perturbation, step):
    return [sternheimer(ham, bands, c, bands[c][1], bands[c][0][:OCC],
                        perturbation, step) for c in range(CELLS)]


def screened_response(ham, bare, bands):
    density = np.zeros(len(first), complex)
    for iteration in range(80):
        perturbation = bare + hartree_matrix(density)
        changes = all_changes(ham, bands, perturbation, 1)
        new = 2*sum(pair_density(changes[c], bands[c][1])
                    for c in range(CELLS))
        if np.max(abs(new-density)) < 1e-10:
            return perturbation, changes, new, iteration + 1
        density += 0.7*(new-density)
    raise AssertionError("linear response did not converge")


def force_constant(bare, second, bands, changes):
    response = 2*sum(np.vdot(bare @ bands[c][1], changes[c])
                     for c in range(CELLS)) / CELLS
    static = sum(np.vdot(bands[c][1], second @ bands[c][1]).real
                 for c in range(CELLS)) / CELLS
    assert abs(response.imag) < 1e-7
    return static, response.real


def time_reverse(vectors):
    return np.vstack([vectors[M:][opposite].conj(),
                      -vectors[:M][opposite].conj()])


ham, bare, second = crystal(strength)
wave = np.cos(2*np.pi*np.arange(CELLS)/CELLS)
flat_wave = np.ones(CELLS)
equilibrium = explicit_ionic(0*wave)
assert np.max(abs(kinetic + equilibrium - ham)) < 1e-11
h = 5e-4
numeric = (explicit_ionic(h*wave) - explicit_ionic(-h*wave)) / (2*h)
analytic = 0.5*(bare + bare.conj().T)
first_error = np.max(abs(numeric-analytic)) / np.max(abs(analytic))
numeric = (explicit_ionic(h*flat_wave) + explicit_ionic(-h*flat_wave)
           - 2*equilibrium) / h**2
second_error = np.max(abs(numeric-second)) / np.max(abs(second))
assert first_error < 1e-5 and second_error < 1e-5

bands, gap = solve_bands(ham)
perturbation, plus, dn, iterations = screened_response(ham, bare, bands)
minus = all_changes(ham, bands, perturbation.conj().T, -1)

# State-by-state Kramers relation: T d_(-q) psi = d_q (T psi).
kramers_error = 0.0
for c in range(CELLS):
    partner = time_reverse(bands[c][1])
    direct = sternheimer(ham, bands, (-c) % CELLS, partner,
                         bands[c][0][:OCC], perturbation, 1)
    error = np.max(abs(direct-time_reverse(minus[c])))
    kramers_error = max(kramers_error, error/np.max(abs(direct)))
assert kramers_error < 1e-8


def two_parts(band_set, forward, backward, spin=identity2):
    one = sum(pair_density(forward[c], band_set[c][1], spin)
              for c in range(CELLS))
    two = sum(pair_density(band_set[c][1], backward[c], spin)
              for c in range(CELLS))
    return one, two


one, two = two_parts(bands, plus, minus)
fold_error = np.max(abs(one-two)) / np.max(abs(one+two))
assert fold_error < 1e-9
spin_one, spin_total = 0.0, 0.0
for sigma in pauli:
    m_one, m_two = two_parts(bands, plus, minus, sigma)
    spin_one = max(spin_one, np.max(abs(m_one)))
    spin_total = max(spin_total, np.max(abs(m_one+m_two)))
assert spin_total < 1e-9 and spin_one > 1e3*spin_total

# A Zeeman field breaks T; the same perturbation now needs both equations.
zeeman_ev = 1.0
magnetic_ham = ham + np.kron(pauli[2], np.eye(M))*zeeman_ev/EV
magnetic_bands, _ = solve_bands(magnetic_ham)
mag_plus = all_changes(magnetic_ham, magnetic_bands, perturbation, 1)
mag_minus = all_changes(magnetic_ham, magnetic_bands,
                        perturbation.conj().T, -1)
mag_one, mag_two = two_parts(magnetic_bands, mag_plus, mag_minus)
magnetic_error = np.max(abs(mag_one-mag_two)) / np.max(abs(mag_one+mag_two))
assert magnetic_error > 1e-6

# Self-consistent supercell energies and densities for real displacements.
reference_density = sum(pair_density(v, v) for _, v in bands)


def supercell_ground(shifts):
    ionic = kinetic + explicit_ionic(shifts)
    change = np.zeros(len(first), complex)
    for _ in range(80):
        _, vectors = eigh(ionic + hartree_matrix(change),
                          subset_by_index=[0, CELLS*OCC-1])
        new = pair_density(vectors, vectors) - reference_density
        if np.max(abs(new-change)) < 1e-10:
            energy = np.vdot(vectors, ionic @ vectors).real
            return energy + 0.5*np.sum(coulomb*abs(new)**2), new
        change += 0.7*(new-change)
    raise AssertionError("supercell density did not converge")


u_ang = 0.002
u = u_ang / ANG
energy_0, _ = supercell_ground(0*wave)
energy_p, density_p = supercell_ground(u*wave)
energy_m, density_m = supercell_ground(-u*wave)
choose = q_class_list == 1
density_fd = (density_p-density_m)[choose] / (2*u)
density_error = (np.max(abs(density_fd - 0.5*dn[choose]))
                 / np.max(abs(0.5*dn[choose])))
assert density_error < 2e-4
static, response = force_constant(bare, second, bands, plus)
total = static + response
total_fd = (energy_p + energy_m - 2*energy_0) / u**2 * 2/CELLS
assert abs(total-total_fd) < 1e-4*abs(static)

# Remove only the spin-orbit splitting, keeping the weighted p strength.
average = strength.copy()
average[:, 1:] = ((strength[:, 1] + 2*strength[:, 2])/3)[:, None]
ham_sr, bare_sr, second_sr = crystal(average)
bands_sr, _ = solve_bands(ham_sr)
_, plus_sr, _, _ = screened_response(ham_sr, bare_sr, bands_sr)
total_sr = sum(force_constant(bare_sr, second_sr, bands_sr, plus_sr))

row, col = lookup[(1, 1, 0)], lookup[(0, 0, 1)]
flip = bare[M+row, col] * EV/ANG
prefactor = ((2*np.pi)**3*norm_p**2*gauss[row]*gauss[col]
             / (4*np.pi*volume) * ANG**2)
split = bands[1][0][OCC-1] - bands[1][0][OCC-2]
assert split*EV > 1e-6
unit_c = EV/ANG**2
largest = np.max(abs(dn[choose]))/CELLS/ANG

print(f"cubic cell edge: {a_ang:.2f} angstrom")
print(f"plane-wave cutoff: {cutoff_ev:.1f} eV")
print("plane waves at k=0, 1/3, 2/3:",
      [len(i)//2 for i in spinor_index])
print("atom B position / cell edge:", positions[1]/a)
print(f"projector width: {width_ang:.2f} angstrom")
print("local well heights A, B:", local_ev, "eV")
print("local well widths A, B:", local_width_ang, "angstrom")
print("A strengths s, p1/2, p3/2:", strength_ev[0], "eV")
print("B strengths s, p1/2, p3/2:", strength_ev[1], "eV")
print(f"electrons per cell: {OCC}")
print(f"reciprocal unit b: {b/ANG:.6f} 1/angstrom")
print(f"q length, b/3: {b/3/ANG:.6f} 1/angstrom")
print("element: K=b(1/3,1,0), K'=b(0,0,1)")
print(f"p-kernel prefactor: {prefactor:.6f} angstrom^2")
print(f"down-up derivative, real: {flip.real:.6f} eV/angstrom")
print(f"down-up derivative, imag: {flip.imag:.6f} eV/angstrom")
print(f"first derivative relative error: {first_error:.1e}")
print(f"second derivative relative error: {second_error:.1e}")
print("valence energies at k=0:", np.round(bands[0][0][:OCC]*EV, 4), "eV")
print(f"gap on the k mesh: {gap*EV:.4f} eV")
print(f"top-pair splitting at k=b/3: {split*EV:.6f} eV")
print(f"Sternheimer equations with T: {CELLS*OCC}")
print(f"equations without T: {2*CELLS*OCC}")
print(f"response iterations: {iterations}")
print(f"state Kramers relation error: {kramers_error:.1e}")
print(f"one-equation charge error: {fold_error:.1e}")
print(f"largest charge component: {largest:.6f} electrons/cell/angstrom")
print(f"one-part spin response: {spin_one/CELLS/ANG:.3e} per cell/angstrom")
print(f"total spin response: {spin_total/CELLS/ANG:.1e} per cell/angstrom")
print(f"finite displacement: {u_ang:.4f} angstrom")
print(f"density finite-difference error: {density_error:.1e}")
print(f"second-derivative force term: {static*unit_c:.6f} eV/angstrom^2")
print(f"orbital-response force term: {response*unit_c:.6f} eV/angstrom^2")
print(f"electronic force constant: {total*unit_c:.6f} eV/angstrom^2")
print(f"same, atomic units: {total:.8f} hartree/bohr^2")
print(f"same, finite difference: {total_fd*unit_c:.6f} eV/angstrom^2")
print(f"without spin-orbit: {total_sr*unit_c:.6f} eV/angstrom^2")
print(f"spin-orbit change: {(total-total_sr)*unit_c:.6f} eV/angstrom^2")
print(f"Zeeman energy: {zeeman_ev:.2f} eV")
print(f"one-equation error in Zeeman field: {magnetic_error:.3e}")
print("no test failed")
```

Running it gives:

```
cubic cell edge: 4.00 angstrom
plane-wave cutoff: 60.0 eV
plane waves at k=0, 1/3, 2/3: [81, 65, 65]
atom B position / cell edge: [0.4  0.45 0.3 ]
projector width: 0.60 angstrom
local well heights A, B: [ -8. -10.] eV
local well widths A, B: [0.6 0.7] angstrom
A strengths s, p1/2, p3/2: [-36. -38. -34.] eV
B strengths s, p1/2, p3/2: [ 0. -6. -2.] eV
electrons per cell: 8
reciprocal unit b: 1.570796 1/angstrom
q length, b/3: 0.523599 1/angstrom
element: K=b(1/3,1,0), K'=b(0,0,1)
p-kernel prefactor: 0.014129 angstrom^2
down-up derivative, real: -0.073013 eV/angstrom
down-up derivative, imag: 0.024338 eV/angstrom
first derivative relative error: 2.3e-07
second derivative relative error: 1.9e-07
valence energies at k=0: [-26.9901 -26.9901 -18.2581 -18.2581 -14.6968 -14.6968 -14.585  -14.585 ] eV
gap on the k mesh: 15.0670 eV
top-pair splitting at k=b/3: 0.010570 eV
Sternheimer equations with T: 24
equations without T: 48
response iterations: 21
state Kramers relation error: 9.3e-15
one-equation charge error: 4.9e-16
largest charge component: 3.561415 electrons/cell/angstrom
one-part spin response: 2.085e-02 per cell/angstrom
total spin response: 3.2e-15 per cell/angstrom
finite displacement: 0.0020 angstrom
density finite-difference error: 2.0e-06
second-derivative force term: 520.779721 eV/angstrom^2
orbital-response force term: -296.256867 eV/angstrom^2
electronic force constant: 224.522855 eV/angstrom^2
same, atomic units: 2.31053288 hartree/bohr^2
same, finite difference: 224.522670 eV/angstrom^2
without spin-orbit: 225.217844 eV/angstrom^2
spin-orbit change: -0.694989 eV/angstrom^2
Zeeman energy: 1.00 eV
one-equation error in Zeeman field: 6.181e-05
no test failed
```
